The Yennie-Frautschi-Suura factor for a bound on total soft-photon energy, part 1

(Sections cited here and not found follow in the second part.)

An electron of a few hundred MeV scatters from a nucleus, and a detector records the event as elastic if the energy missing from the two outgoing particles is less than a resolution Δ. The missing energy has been carried off by photons, and a deflected charge radiates an unlimited number of them at low frequency. The detector does not see these photons one at a time. It responds to the sum of their energies. The simplest treatment of infrared cancellation answers a different question, the probability that no single photon has energy above Δ. The two conditions differ, because two photons of energy 0.6Δ satisfy the second and violate the first. In the soft approximation the ratio of the two probabilities is a function of one number η, the strength of the photon spectrum dN = η dω/ω:

F(η) = exp(−γ_E η)/Γ(1 + η).   (1)

This is the Yennie-Frautschi-Suura factor. The units are natural Heaviside-Lorentz units, ħ = c = 1 and α = e²/4π with e > 0, the metric is (+,−,−,−), energies are in MeV, and γ_E is Euler's constant, the limit of H_n − ln n with H_n = 1 + 1/2 + … + 1/n.

1. Soft emission from external legs

Let a hard process with amplitude M₀ have external legs n of charge Q_n e, mass m_n and momentum p_n, and set σ_n = +1 for an outgoing leg and σ_n = −1 for an incoming one. Charge conservation reads Σ_n σ_n Q_n = 0. Attach a photon of momentum k and polarization ε to an outgoing fermion. The vertex is −iQe γ^μ, and the propagator before emission carries p + k, with (p + k)² − m² = 2p·k because p² = m² and k² = 0. The spinor ū(p) in M₀ is replaced by

ū(p) (−iQe γ·ε*) i(γ·p + γ·k + m)/(2p·k).   (2)

For k → 0 only the pole term matters, so γ·k is dropped in the numerator and k is neglected inside the hard amplitude. The anticommutator gives (γ·ε*)(γ·p) = 2p·ε* − (γ·p)(γ·ε*), and ū γ·p = m ū cancels the second term against m γ·ε*. With (−i)(i) = 1, expression (2) becomes ū(p) Qe p·ε*/(p·k). On an incoming leg the propagator carries p − k, the denominator is −2p·k, and the factor changes sign. A spinless leg has vertex −iQe(2p + k)^μ and propagator i/(2p·k), which give the same factor. Emission from an internal line has no pole, since that line is off shell by a hard amount. The one-photon amplitude is therefore M₀ e ε*·J(k), with

J^μ(k) = Σ_n σ_n Q_n p_n^μ/(p_n·k).   (3)

For several photons on one outgoing leg the numerators reduce in the same way, one after another, and the denominators are (p + k₁ + … + k_j)² − m² = 2p·(k₁ + … + k_j) + (k₁ + … + k_j)². The last term is smaller than the first by a factor of order ω/E, where E is the energy of the leg, and is dropped. With a_i = p·k_i, the sum over the orders of attachment obeys the eikonal identity

Σ_perm 1/[a₁(a₁ + a₂)…(a₁ + … + a_r)] = 1/(a₁a₂…a_r).   (4)

The proof is by induction. The last denominator A = a₁ + … + a_r is common to all orders. Group the orders by the photon j that enters last. By the identity for r − 1 photons each group sums to (1/A) Π_{i≠j} 1/a_i = (a_j/A) Π_i 1/a_i, and Σ_j a_j/A = 1. Each photon thus contributes its own factor whatever else the leg emits, and summing over the leg to which each photon is attached gives M₀ Π_i e ε_i*·J(k_i). The same reduction applies to both ends of a soft virtual photon. Soft photons, real and virtual, therefore see a fixed classical current whose Fourier transform is eJ^μ(k) up to a phase. The assumptions are that the legs do not recoil against the photons and that charged-particle loops on soft photon lines are absent.

2. Photon statistics

A field coupled linearly to a classical current is a set of independent driven oscillators. For one mode, H = ω a†a + j(t) a† + j*(t) a. The Heisenberg equation i da/dt = ωa + j(t) integrates to a_out = a_in + β, where β = −i∫dt j(t)e^{iωt} is a number. The initial vacuum obeys a_in|0⟩ = 0, hence a_out|0⟩ = β|0⟩. Expanding |0⟩ = Σ c_r|r⟩ in final number states and using a|r⟩ = √r |r − 1⟩ gives √r c_r = β c_{r−1}, so c_r = c₀β^r/√(r!). Normalization fixes |c₀|² = exp(−|β|²), and the probability of r photons is the Poisson law

P_r = e^{−N} N^r/r!,   N = |β|².   (5)

The simplest case is a constant real coupling g switched on suddenly. Then H = ω b†b − g²/ω with b = a + g/ω, the old vacuum satisfies b|0⟩ = (g/ω)|0⟩, and N = g²/ω².

The amplitudes c₀β^r/√(r!) have the product form found in section 1, and c₀ is the sum of the soft virtual corrections. This can be seen directly. For a current j^μ the vacuum amplitude is a Gaussian average, ⟨0|T exp(−i∫j·A)|0⟩ = exp(−½∫∫ j_μ⟨TA^μA^ν⟩j_ν), and the Feynman-gauge propagator −ig^{μν}/(k² + i0) turns the exponent into (i/2)∫d⁴k/(2π)⁴ j*·j/(k² + i0). With 1/(k² + i0) = P(1/k²) − iπδ(k²), the principal value gives a phase, which drops out of probabilities. The delta function has two roots, k⁰ = ±ω, each of weight 1/2ω, and gives the real part (π/2)(1/2π)(2)∫d³k/[(2π)³2ω] j*·j = ½∫d³k/[(2π)³2ω] j*·j. By (7) below, j*·j is minus the sum of |ε*·j|² over polarizations, so the real part is −N̄/2 with N̄ the mean photon number summed over modes, and |c₀|² = e^{−N̄} as (5) requires.

3. The exponent η

The mean number of photons in d³k is

dN = e² d³k/[(2π)³ 2ω] Σ_pol |ε*·J|².   (6)

Write k = ω(1, n̂) and p_n = E_n(1, v_n), so that p_n·k = ωE_n(1 − n̂·v_n) and J^μ = (1/ω) Σ_n σ_nQ_n (1, v_n)/(1 − n̂·v_n). The two physical polarizations are unit three-vectors orthogonal to n̂, so the polarization sum is |J_⊥|², the squared part of the spatial current transverse to n̂. From (3), k·J = Σσ_nQ_n = 0, which says J⁰ = n̂·J. Then

J^μJ_μ = (n̂·J)² − |J|² = −|J_⊥|².   (7)

With d³k = ω²dω dΩ and e² = 4πα, the prefactor in (6) is 4πα ω² dω dΩ/(16π³ω), and the factor 1/ω² in |J_⊥|² leaves

dN = η dω/ω,   η = (α/4π²) ∫dΩ |Σ_n σ_nQ_n v_{n⊥}/(1 − n̂·v_n)|².   (8)

This form shows η ≥ 0. For the closed form, use (7) and the null vector ℓ = (1, n̂):

η = −(α/4π²) Σ_{n,m} σ_nσ_mQ_nQ_m I_nm,   I_nm = ∫dΩ p_n·p_m/[(p_n·ℓ)(p_m·ℓ)].   (9)

The integrand is unchanged when p_n or p_m is rescaled, so both may be replaced by four-velocities u and w, with u·w = cosh χ. The Feynman formula 1/(AB) = ∫₀¹dx/[xA + (1 − x)B]² combines the denominators into (P·ℓ)² with P = xu + (1 − x)w. Taking the polar axis along the spatial part of P, of length |P|,

∫dΩ/(P⁰ − |P| cos ϑ)² = (2π/|P|)[1/(P⁰ − |P|) − 1/(P⁰ + |P|)] = 4π/P²,   (10)

where P² = x² + (1 − x)² + 2x(1 − x)cosh χ. The substitution t = x/(1 − x), dt = dx/(1 − x)², gives ∫₀¹dx/P² = ∫₀^∞dt/[(t + e^χ)(t + e^{−χ})]. Partial fractions give the antiderivative ln[(t + e^{−χ})/(t + e^χ)]/(2 sinh χ), which vanishes at infinity and equals −2χ/(2 sinh χ) at t = 0. The integral is χ/sinh χ, so I_nm = 4πχ coth χ, with the value 4π for n = m, where χ → 0. Hence

η = −(α/π) Σ_{n,m} σ_nσ_mQ_nQ_m χ_nm coth χ_nm,   cosh χ_nm = p_n·p_m/(m_n m_m).   (11)

The result depends only on invariants, so η is the same in every frame. For one particle of unit charge scattered from p to p′, the two diagonal terms give −2α/π and the two cross terms, with σσ′ = −1, give +(2α/π)χ coth χ:

η = (2α/π)(χ coth χ − 1).   (12)

For small χ, χ coth χ − 1 ≈ χ²/3 and η ≈ 2αχ²/3π. This agrees with (8) for slow particles, where χ is the change of velocity |Δv| and ∫dΩ |Δv_⊥|² = (8π/3)|Δv|². For large χ, the momentum transfer Q² = −(p − p′)² = 2m²(cosh χ − 1) gives e^χ ≈ Q²/m², and η ≈ (2α/π)[ln(Q²/m²) − 1].

4. Each photon bounded

Take the spectrum (8) on λ < ω < Λ. The lower limit λ is an infrared regulator that will be sent to zero. The upper limit Λ separates soft photons from hard ones. The cross section summed over all soft photons, σ_Λ, contains the hard virtual corrections and no real photon above Λ, and the probabilities below multiply it. The no-photon probability is exp[−η ln(Λ/λ)] = (λ/Λ)^η. Allowing any number of photons in (λ, Δ), with Δ ≤ Λ, sums the Poisson series Σ N_<^r/r! with N_< = η ln(Δ/λ):

P_each = (λ/Λ)^η exp[η ln(Δ/λ)] = (Δ/Λ)^η.   (13)

The regulator cancels between virtual and real photons. What remains is the probability exp[−η ln(Λ/Δ)] that all modes between Δ and Λ are empty.

5. Total energy bounded

If Σω < Δ then no photon exceeds Δ. The event is the intersection of two conditions: the modes above Δ are empty, and the photons in the modes below Δ have total energy less than Δ. The two sets of modes are independent, so

P_tot = P_each × F,   F = Prob(x < 1),   (14)

where x is the total energy, in units of Δ, of photons emitted with density η dy/y on 0 < y < 1, y = ω/Δ. Since dω/ω is scale invariant, F depends on η alone. Whatever the spectrum does above Δ enters P_each and leaves F untouched.

The distribution of a sum of independent terms follows from its Laplace transform φ(s) = ⟨e^{−sx}⟩, s > 0. For a narrow bin at energy y_i with mean number N_i, (5) gives ⟨e^{−s r y_i}⟩ = e^{−N_i} Σ_r (N_i e^{−sy_i})^r/r! = exp[−N_i(1 − e^{−sy_i})]. Independent bins multiply, so the exponents add to −η∫(1 − e^{−sy})dy/y over λ/Δ < y < 1. The integrand tends to s at y = 0, so λ can be set to zero, and with t = sy

φ(s) = exp[−η Ein(s)],   Ein(s) = ∫₀^s (1 − e^{−t}) dt/t.   (15)

The limit is harmless for the probability itself. The photons below λ carry mean energy ∫₀^λ ω η dω/ω = ηλ. The chance that they carry more than δ is at most ηλ/δ, because a non-negative quantity exceeding δ with probability p has mean at least pδ. If they carry less than δ, they change the outcome only when x lies between 1 and 1 + δ/Δ, and the density found below is bounded there. Choosing δ = √(λΔ) makes both errors vanish with λ.

To invert (15), Ein is split into a logarithm and a remainder. Define E₁(s) = ∫_s^∞ e^{−t}dt/t. The derivatives are Ein′ = (1 − e^{−s})/s, (ln s)′ = 1/s and E₁′ = −e^{−s}/s, so Ein − ln s − E₁ has derivative (1 − e^{−s})/s − 1/s + e^{−s}/s = 0. It is a constant, equal to its value at s = 1, namely Ein(1) − E₁(1). To identify it, use the geometric sum [1 − (1 − y)^n]/y = Σ_{j=0}^{n−1}(1 − y)^j, whose integral over (0, 1) is Σ1/(j + 1) = H_n. With y = t/n, splitting at t = 1 and using ∫₁^n dt/t = ln n,

H_n − ln n = ∫₀¹[1 − (1 − t/n)^n]dt/t − ∫₁^n (1 − t/n)^n dt/t.   (16)

As n → ∞, (1 − t/n)^n → e^{−t}. The first integrand is bounded by 1, since (1 − t/n)^n ≥ 1 − t, and the second by e^{−t}/t, so the limit passes under both integrals. The left side tends to γ_E and the right side to Ein(1) − E₁(1). Therefore

Ein(s) = γ_E + ln s + E₁(s),   (17)

φ(s) = e^{−γ_E η} s^{−η} exp[−ηE₁(s)] = e^{−γ_E η} s^{−η} Σ_{j≥0} (−η)^j E₁(s)^j/j!.   (18)

Two transforms are needed. The definition of Γ, with t = sx, gives ∫₀^∞e^{−sx}x^{η−1}dx = Γ(η)s^{−η}. The substitution t = sy in E₁ gives E₁(s) = ∫₁^∞e^{−sy}dy/y, the transform of the function h(y) equal to 1/y for y > 1 and zero for y < 1. A product of transforms is the transform of a convolution. The j-th term of (18) is x^{η−1}/Γ(η) convolved with j copies of h, and each copy shifts the lower edge of the support by one unit, so this term vanishes for x < j. The series may be inverted term by term, because each convolution is a positive function and the series with all signs made positive converges to s^{−η}exp(ηE₁). A density is fixed uniquely by its Laplace transform, so for x < 1 only j = 0 contributes:

ρ(x) = e^{−γ_E η} x^{η−1}/Γ(η),   0 < x < 1.   (19)

Integrating, ∫₀¹x^{η−1}dx = 1/η and ηΓ(η) = Γ(1 + η), so F = e^{−γ_E η}/Γ(1 + η), which is (1). With (13) and (14),

P_tot = (Δ/Λ)^η e^{−γ_E η}/Γ(1 + η),   Δ ≤ Λ.   (20)

The two parts of F have separate origins. The factor 1/Γ(1 + η) comes from inverting the power s^{−η}, that is, from sharing a fixed energy among any number of photons. The factor e^{−γ_E η} comes from the constant γ_E by which Ein(s) exceeds ln s at large s. This constant belongs to a spectrum that ends sharply at y = 1; section 8 treats a smooth cutoff. Differentiating (20) gives the spectrum of total radiated energy W for W < Λ,

dP/dW = F(η) η W^{η−1}/Λ^η.   (21)

The explicit factor η in (21) goes with the 1/Γ(1 + η) inside F; since η/Γ(1 + η) = 1/Γ(η), the form (19), written with 1/Γ(η), carries no such factor. The integrable singularity W^{η−1} contains no elastic peak. At finite λ there is a term (λ/Λ)^η δ(W), and its weight tends to zero.

A detector may bound a weighted sum Σ w(n̂)ω rather than Σω, for instance because it measures energy in another frame, where w is the Doppler factor. Equation (8) has the form dN = f(n̂)dΩ dω/ω with ∫f dΩ = η. In each direction set ω′ = w(n̂)ω. Then dω′/ω′ = dω/ω, and the density in ω′ is again η dω′/ω′ as long as ω′ < w(n̂)Λ for every direction. Thus F is unchanged when Δ lies below the smallest wΛ. Only P_each changes, to exp[−∫dΩ f ln(wΛ/Δ)].

For a soft spectrum η dω/ω ending sharply at Λ, bounding the total photon energy by Δ ≤ Λ, instead of each photon's energy, multiplies the probability by F(η) = e^{−γ_E η}/Γ(1 + η). It remains to treat Δ above Λ, expand F in η, compare a smooth cutoff, work through numerical examples and state the conditions of validity.
